# Mobile carriers in an undoped film between equally charged surfaces: a program that tests the result

```python
# Result under test: an undoped film, -d/2 < z < d/2, holds only electrons and
# each face supplies a positive charge sigma per area. Then
#     n(z) = n_m / cos^2(K z),   n_m = 2 eps Vt K^2,
#     K tan(K d/2) = 1/b,        b = 2 eps Vt / sigma,   0 < K d/2 < pi/2.
# Units inside: nm, volt, elementary charge (so e = 1 and eV = V numerically).
# Vt = kT/e, eps = permittivity in e/(V nm), x = K d/2, s = d/(2b).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.linalg import solve_banded, eigh_tridiagonal

e = const.e
EPS0 = const.epsilon_0 / e * 1e-9                  # e/(V nm)
HB2M = const.hbar**2 / (2 * const.m_e * e) * 1e18  # hbar^2/(2 m0), eV nm^2
PER_CM3 = 1e21                                     # nm^-3 to cm^-3


def root_x(s):
    """Root of x tan x = s in (0, pi/2), written without the pole."""
    return brentq(lambda x: x * np.sin(x) - s * np.cos(x), 0, np.pi / 2,
                  xtol=1e-14)


def film(d, sigma, eps, Vt):
    """Closed-form solution: b, s, x, K, n_m."""
    b = 2 * eps * Vt / sigma
    s = d / (2 * b)
    x = root_x(s)
    K = 2 * x / d
    return b, s, x, K, 2 * eps * Vt * K**2


def numerical_pb(s, cells=4000):
    """Finite-volume Newton solution of v'' = exp(v), v'(+-1) = +-2s.
    y = z/(d/2); density = eps Vt exp(v)/(d/2)^2. No symmetry is imposed."""
    y = np.linspace(-1, 1, cells + 1)
    h = y[1] - y[0]
    weight = np.full(cells + 1, h)
    weight[[0, -1]] = h / 2
    v = np.log(2 * s) + 0.5 * y                    # asymmetric start
    for _ in range(100):
        flux = np.concatenate(([-2 * s], np.diff(v) / h, [2 * s]))
        charge = weight * np.exp(v)
        residual = np.diff(flux) - charge
        band = np.zeros((3, cells + 1))
        band[0, 1:] = 1 / h
        band[2, :-1] = 1 / h
        band[1] = -2 / h - charge
        band[1, [0, -1]] += 1 / h
        step = solve_banded((1, 1), band, -residual)
        v += step
        if np.max(np.abs(step)) < 1e-8:
            return y, np.exp(v)
    raise RuntimeError("Newton iteration did not converge")


def schrodinger_poisson(d, sigma, eps, Vt, points=299, mass_scale=1.0):
    """Self-consistent electrons in a (100) silicon film with hard walls."""
    z = np.linspace(-d / 2, d / 2, points + 2)
    h = z[1] - z[0]
    mid = (points + 1) // 2
    # (valley degeneracy, mass across the film, density-of-states mass in plane)
    valleys = [(2, M_LONG, M_TRANS), (4, M_TRANS, np.sqrt(M_LONG * M_TRANS))]
    phi = np.zeros(points + 2)
    for _ in range(150):
        levels = []
        for g, m_z, m_plane in valleys:
            hop = HB2M / (m_z * mass_scale * h**2)
            E, psi = eigh_tridiagonal(2 * hop - phi[1:-1],
                                      np.full(points - 1, -hop))
            dos = g * m_plane * mass_scale * Vt / (2 * np.pi * HB2M)
            levels.append((dos, E, psi**2 / h))

        def sheet(mu):
            return sum(c * np.logaddexp(0, (mu - E) / Vt).sum()
                       for c, E, _ in levels)

        lowest = min(E[0] for _, E, _ in levels)
        mu = brentq(lambda m: sheet(m) - 2 * sigma,
                    lowest - 40 * Vt, lowest + 1.0, xtol=1e-14)
        n = np.zeros(points + 2)
        for c, E, prob in levels:
            n[1:-1] += prob @ (c * np.logaddexp(0, (mu - E) / Vt))
        slope = -sigma / eps + np.concatenate(
            ([0], np.cumsum((n[1:] + n[:-1]) * h / 2))) / eps
        new = np.concatenate(([0], np.cumsum((slope[1:] + slope[:-1]) * h / 2)))
        new -= new[mid]
        change = np.max(np.abs(new - phi))
        phi = phi + 0.5 * (new - phi)
        if change < 1e-7 * Vt:
            return z, n, phi, mid
    raise RuntimeError("Schrodinger-Poisson iteration did not converge")


# Rough typical parameters of an undoped double-gate silicon body
T, d, sigma_uC = 300.0, 20.0, 0.1                  # K, nm, uC/cm2
EPS_R, EPS_OX = 11.7, 3.9
M_LONG, M_TRANS = 0.92, 0.19                       # electron masses / m0
GAP, DOPING = 1.12, 1e15                           # eV, cm^-3
T_OX, M_OX, BARRIER = 3.0, 0.5, 3.1                # nm, mass / m0, eV
sigma = sigma_uC * 1e-2 / e * 1e-18                # e/nm^2
eps = EPS_R * EPS0
Vt = const.k * T / e

b, s, x, K, n_m = film(d, sigma, eps, Vt)
n_edge = n_m / np.cos(x)**2
phi_edge = -2 * Vt * np.log(np.cos(x))
field = sigma / eps                                # V/nm

# Formula against direct solution for weak, moderate and strong charge
errors, solutions = [], {}
for s_test in (0.05, s, 16.0):
    y, ev = numerical_pb(s_test)
    x_test = root_x(s_test)
    formula = 2 * x_test**2 / np.cos(x_test * y)**2
    errors.append(np.max(np.abs(ev / formula - 1)))
    assert errors[-1] < 5e-4                       # second-order grid error
    assert np.max(np.abs(ev / ev[::-1] - 1)) < 1e-6
    solutions[s_test] = ev
centre = len(y) // 2

# Face density relation, using the numerical densities only
num = solutions[s] * eps * Vt / (d / 2)**2
contact_gain = sigma**2 / (2 * eps * Vt)
assert abs((num[-1] - num[centre]) / contact_gain - 1) < 1e-3

# Weak- and strong-charge limits, again from the numerical densities
weak_ratio = solutions[0.05][centre] / (2 * 0.05)  # centre / uniform filling
assert abs((1 - weak_ratio) / (0.05 / 3) - 1) < 0.05
strong_ratio = solutions[16.0][centre] / (np.pi**2 / 2)  # centre / saturation
assert abs(strong_ratio - (16 / 17)**2) < 1e-3
n_sat = 2 * np.pi**2 * eps * Vt / d**2

# Confinement: compare silicon masses with masses a hundred times larger
zq, nq, phiq, mid = schrodinger_poisson(d, sigma, eps, Vt)
_, n_coarse, _, mid_c = schrodinger_poisson(d, sigma, eps, Vt, points=149)
assert abs(n_coarse[mid_c] / nq[mid] - 1) < 0.01
_, n_heavy, _, mid_h = schrodinger_poisson(d, sigma, eps, Vt, mass_scale=100.0)
dev_quantum = nq[mid] / n_m - 1
dev_heavy = n_heavy[mid_h] / n_m - 1
assert abs(dev_heavy) < 0.05
assert abs(dev_heavy) < 0.5 * abs(dev_quantum)
peak = np.argmax(nq[:mid + 1])

# Degeneracy at the face: exact Fermi integral against Boltzmann
m_dos = (M_LONG * M_TRANS**2)**(1 / 3)
Nc = 12 * (m_dos * Vt / (4 * np.pi * HB2M))**1.5
filling = n_edge / Nc
eta = brentq(lambda t: float(mp.re(-mp.polylog(1.5, -mp.exp(t)))) - filling,
             np.log(filling) - 1, np.log(filling) + 1)
shift = eta - np.log(filling)
assert abs(shift / (filling / 2**1.5) - 1) < 0.05

# Other neglected effects
holes = Nc**2 * np.exp(-GAP / Vt) / n_m * PER_CM3
doping_share = DOPING / PER_CM3 * d / (2 * sigma)
field_ox = sigma / (EPS_OX * EPS0)
wkb = np.exp(-2 * T_OX * np.sqrt(M_OX * BARRIER / HB2M))
T_hot = 358.0
n_hot = film(d, sigma, eps, const.k * T_hot / e)[4]

print(f"temperature: {T:.0f} K; kT/e: {Vt*1e3:.3f} mV")
print(f"film thickness d: {d:.1f} nm; relative permittivity: {EPS_R}")
print(f"charge per face: {sigma_uC:.2f} uC/cm2")
print(f"electrons per area in film: {2*sigma*1e14:.4e} cm^-2")
print(f"Gouy-Chapman length b: {b:.4f} nm")
print(f"s = d/(2b): {s:.5f}")
print(f"root x = Kd/2: {x:.5f} rad; x tan x: {x*np.tan(x):.5f}")
print(f"K: {K:.5f} nm^-1")
print(f"central density n_m: {n_m*PER_CM3:.4e} cm^-3")
print(f"density at z = 5 nm: {n_m/np.cos(5*K)**2*PER_CM3:.4e} cm^-3")
print(f"face density n_s: {n_edge*PER_CM3:.4e} cm^-3")
print(f"sigma^2/(2 eps kT): {contact_gain*PER_CM3:.4e} cm^-3")
print(f"uniform density 2 sigma/(e d): {2*sigma/d*PER_CM3:.4e} cm^-3")
print(f"saturation density: {n_sat*PER_CM3:.4e} cm^-3")
print(f"face potential above centre: {phi_edge*1e3:.2f} mV")
print(f"field at face, in silicon: {field*10:.4f} MV/cm")
print(f"numerical central density: {num[centre]*PER_CM3:.4e} cm^-3")
print(f"numerical face density: {num[-1]*PER_CM3:.4e} cm^-3")
print("largest relative error, s = 0.05, example, 16: "
      + ", ".join(f"{q:.1e}" for q in errors))
print(f"centre/uniform density at s = 0.05: {weak_ratio:.5f}")
print(f"centre/saturation density at s = 16: {strong_ratio:.5f}")
print(f"central density at {T_hot:.0f} K: {n_hot*PER_CM3:.4e} cm^-3")
print(f"masses used, long and transverse: {M_LONG}, {M_TRANS} m0")
print(f"quantum central density: {nq[mid]*PER_CM3:.3e} cm^-3")
print(f"quantum change of central density: {100*dev_quantum:.1f} %")
print(f"same with masses x100: {100*dev_heavy:.1f} %")
print(f"quantum peak density: {nq[peak]*PER_CM3:.3e} cm^-3")
print(f"quantum peak distance from face: {zq[peak]+d/2:.1f} nm")
print(f"quantum face potential above centre: {phiq[-1]*1e3:.1f} mV")
print(f"conduction-band density of states Nc: {Nc*PER_CM3:.3e} cm^-3")
print(f"face density / Nc: {filling:.4f}")
print(f"degeneracy shift of Fermi level at face: {shift:.4f} kT")
print(f"gap used: {GAP} eV; central hole density, rough: {holes:.1e} cm^-3")
print(f"doping {DOPING:.0e} cm^-3, share of mobile charge: "
      f"{100*doping_share:.2f} %")
print(f"field in oxide (permittivity {EPS_OX}): {field_ox*10:.3f} MV/cm")
print(f"oxide barrier: {T_OX} nm, {BARRIER} eV, mass {M_OX} m0")
print(f"tunnelling factor through oxide: {wkb:.1e}")
print("verified")
```

Running it gives:

```
temperature: 300 K; kT/e: 25.852 mV
film thickness d: 20.0 nm; relative permittivity: 11.7
charge per face: 0.10 uC/cm2
electrons per area in film: 1.2483e+12 cm^-2
Gouy-Chapman length b: 5.3562 nm
s = d/(2b): 1.86699
root x = Kd/2: 1.05603 rad; x tan x: 1.86699
K: 0.10560 nm^-1
central density n_m: 3.7282e+17 cm^-3
density at z = 5 nm: 4.9965e+17 cm^-3
face density n_s: 1.5381e+18 cm^-3
sigma^2/(2 eps kT): 1.1653e+18 cm^-3
uniform density 2 sigma/(e d): 6.2415e+17 cm^-3
saturation density: 8.2487e+17 cm^-3
face potential above centre: 36.64 mV
field at face, in silicon: 0.0965 MV/cm
numerical central density: 3.7282e+17 cm^-3
numerical face density: 1.5381e+18 cm^-3
largest relative error, s = 0.05, example, 16: 2.3e-09, 4.0e-07, 2.7e-05
centre/uniform density at s = 0.05: 0.98355
centre/saturation density at s = 16: 0.88611
central density at 358 K: 4.0008e+17 cm^-3
masses used, long and transverse: 0.92, 0.19 m0
quantum central density: 5.076e+17 cm^-3
quantum change of central density: 36.2 %
same with masses x100: 2.9 %
quantum peak density: 8.818e+17 cm^-3
quantum peak distance from face: 3.0 nm
quantum face potential above centre: 48.4 mV
conduction-band density of states Nc: 2.744e+19 cm^-3
face density / Nc: 0.0561
degeneracy shift of Fermi level at face: 0.0198 kT
gap used: 1.12 eV; central hole density, rough: 3.1e+02 cm^-3
doping 1e+15 cm^-3, share of mobile charge: 0.16 %
field in oxide (permittivity 3.9): 0.290 MV/cm
oxide barrier: 3.0 nm, 3.1 eV, mass 0.5 m0
tunnelling factor through oxide: 2.4e-17
verified
```
